# Recovering Si 2p Suboxide Areas with Doublets and a Shirley Background

## Definitions and conventions

A photoemission spectrum $y(E)$ gives counts per channel against binding energy $E$, in eV, over a window from $E_l$ to $E_h$ of length $L$. Electrons that lose energy appear at larger $E$. Areas are integrals of counts per channel over energy, in counts eV. The model is

$$y(E)=b+S(E)+k\int_{E_l}^{E}S(E')\,dE',\qquad S=\sum_j A_jD_j ,$$

with $j$ running over Si$^0$ (the substrate), Si$^{1+}$, Si$^{2+}$, Si$^{3+}$ (the suboxides) and Si$^{4+}$ (the oxide). The number $k$ is a loss probability per eV, assumed independent of the energy lost. Losses from signal below $E_l$ are then constant across the window and belong to $b$. Counts are Poisson distributed.

Each $D_j$ is a doublet of unit area. For a $2p$ level the spin-orbit energy is $\zeta\,\mathbf L\cdot\mathbf S$, with

$$\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right]$$

in units of $\hbar^2$; here $j$ is the angular momentum. For $l=1$, $s=\tfrac12$ this gives $\tfrac12$ for $j=\tfrac32$ (four states) and $-1$ for $j=\tfrac12$ (two states). The splitting is $\Delta=\tfrac32\zeta$, and the lower orbital, $2p_{1/2}$, has the larger binding energy. If every state emits equally, the intensity ratio is $r=2/4$. Hence

$$D_j(E)=\frac{V(E-c_j)+r\,V(E-c_j-\Delta)}{1+r},$$

where $c_j$ is the $2p_{3/2}$ position and $V$ is a Voigt profile, a Gaussian convolved with a Lorentzian of half width $\gamma$. Far from the centre the Lorentzian hardly varies across the Gaussian, so $V(x)\approx\gamma/(\pi x^2)$. This slow tail matters below.

The example is synthetic, so the true areas are known. Its round parameters are roughly those of a thin thermal oxide on Si(001) measured with a monochromated laboratory x-ray source:

- window 96 to 108 eV, step 0.05 eV; $b=2500$ counts, $k=0.020$ /eV;
- Si$^0$ at 99.30 eV; the other states shifted by 0.95, 1.75, 2.50 and 3.90 eV;
- $\Delta=0.60$ eV, so $\zeta=0.40$ eV; Lorentzian full width $2\gamma=0.10$ eV;
- Gaussian full widths 0.45 eV (Si$^0$), 0.60 eV (suboxides), 1.20 eV (Si$^{4+}$);
- areas 50000, 1500, 1200, 1800 and 30000 counts eV.

## The naive scheme: subtract, then fit

The Shirley construction takes the two ends of the spectrum as pure background. Write $y_l$ and $y_h$ for the end values and $h=y_h-y_l$. From a trial background $B$ one forms

$$I(E)=\int_{E_l}^{E}(y-B)\,dE',\qquad B_{\rm new}(E)=y_l+h\,\frac{I(E)}{I(E_h)},$$

and repeats, starting from $B=y_l$.

**Does it converge?** Let $B^*$ be a fixed point, with running area $I^*$, total area $I^*_t$ and $k^*=h/I^*_t$. Let $p=I/I_t$ be the area fraction of the current iterate. Then

$$B^*-B_{\rm new}=h\left(\frac{I^*}{I_t^*}-p\right)=k^*\left(I^*-pI^*_t\right).$$

Since $I-pI_t=0$, it may be subtracted inside the bracket:

$$B^*-B_{\rm new}=k^*\left[(I^*-I)-p(I^*_t-I_t)\right].$$

With the error $e=B^*-B$ we have $I^*-I=-\int_{E_l}^{E}e$. Splitting the full integral at $E$ gives

$$B^*-B_{\rm new}=-k^*\left[(1-p)\int_{E_l}^{E}e\,dE'-p\int_E^{E_h}e\,dE'\right].$$

If $0\le p\le1$, the magnitude is at most $k^*\max|e|\,[(1-p)(E-E_l)+p(E_h-E)]$. The last bracket is a weighted mean of two lengths, neither above $L$. Therefore

$$\max|B^*-B_{\rm new}|\le k^*L\,\max|B^*-B| .$$

If the fractions stay in $[0,1]$ at every step and $k^*L<1$, the iteration converges, and a second fixed point with fractions in $[0,1]$ is impossible, because its distance from $B^*$ would have to be smaller than itself. For $k^*L\ge1$ the argument gives no guarantee, which does not prove divergence.

**Does a fixed point exist?** Put $u=I^*$ and $g=y-y_l$. Then $B^*=y_l+k^*u$ and $u'=y-B^*=g-k^*u$. Multiplying by $e^{k^*E}$ and integrating from $u(E_l)=0$,

$$B^*(E)=y_l+k^*\int_{E_l}^{E}e^{-k^*(E-E')}g(E')\,dE'.$$

The condition $B^*(E_h)=y_h$ reads $F(k^*)=h$, with $F(k)=k\int_{E_l}^{E_h} e^{-k(E_h-E')}g\,dE'$. Here $F(0)=0$. If $g\ge0$, then $F(k)\ge k\,e^{-kL}\int g$, which at $k=1/L$ equals $\int g/(eL)$, where $e$ is now the base of natural logarithms. So a root with $k^*L<1$ exists whenever the mean of $g$ over the window exceeds $2.72\,h$. In the example the mean is about $8\times10^3$ counts and $h$ is about $1.6\times10^3$, so the condition holds.

On the noise-free spectrum, with single end points as anchors, iteration and closed form both give $k^*=0.019653$ /eV, and the backgrounds differ by at most 0.014 counts. The bound is $k^*L=0.236$. The first five error ratios, between 0.062 and 0.010, lie well below it. The largest error drops from 1600 counts to 100, 5.6, 0.18 and 0.004.

## What goes wrong

The iteration has converged, but to the wrong background: $k^*$ is not 0.020. The ends are not free of signal. Lorentzian tails leave $S(E_l)=78.4$ and $S(E_h)=36.5$ counts there; the asymptotic tail formula gives 77.6 at the low end.

Let $\delta=B^*-B_{\rm true}$, where $B_{\rm true}'=kS$. Because $B^*{}'=k^*(y-B^*)=k^*(S-\delta)$,

$$\delta'=-(k-k^*)S-k^*\delta .$$

The end values are $\delta(E_l)=78.4$ and $\delta(E_h)=36.5$ counts. With $k^*<k$ and $S>0$, the slope is negative wherever $\delta\ge0$. If $\delta$ reached zero it could not rise through zero again, yet it ends positive. So $\delta$ stays positive and falls steadily from 78.4 to 36.5. The subtraction removes too much everywhere, between $12\times36.5\approx440$ and $12\times78.4\approx940$ counts eV in all.

For the fits, each anchor is the mean of ten channels, which reduces its noise. Fitting doublets to the subtracted noise-free spectrum gives area errors of $-133$, $-51$, $-49$, $-27$ and $-152$ counts eV, in the order Si$^0$ to Si$^{4+}$. The three suboxides together lose 127.5 of 4500, or 2.8 %. Longer counting does not help: it multiplies the whole mean spectrum by one factor, and the bias by the same factor, so the relative bias stays while the relative noise falls.

The diagnosis suggests a cure. If the anchors were the true background values, $B_{\rm true}$ would itself be a fixed point, because it rises in proportion to the running area of $S$. One can therefore subtract the fitted tails from the anchors, iterate the background again, refit, and repeat. After six rounds, with all else unchanged, the largest area error is 0.45 counts eV instead of 152. This confirms that the tails at the anchors cause the bias. In the limit $\gamma\to0$, with ends many Gaussian widths from the peaks, the naive scheme would be sound.

## Putting the background into the fit

Re-anchoring still rests on a few noisy channels at each end. The joint fit lets every channel determine the background. With $C_j(E)=\int_{E_l}^{E}D_j\,dE'$,

$$y=b+\sum_jA_j\,(D_j+kC_j).$$

For fixed $k$, positions and widths this is linear in $a=(A_j,b)$. Let $M$ hold the functions $D_j+kC_j$ and 1 as columns, and let $W$ hold the inverse variances. Setting the derivative of $(y-Ma)^TW(y-Ma)$ to zero gives

$$M^TWM\,a=M^TWy .$$

This linear problem is solved inside each step of a Levenberg-Marquardt search over six nonlinear parameters: the Si$^0$ position, three Gaussian widths (one shared by the suboxides), the Si$^{4+}$ shift and $k$. The suboxide shifts, $\Delta$, $r$ and $\gamma$ are held fixed. The value $k^*$ from the iterated Shirley background serves here as the starting value for $k$.

The weights need care. With $1/y$ as weight, the estimate of a constant level $\mu$ is $1/\langle1/y\rangle$. Writing $y=\mu+\epsilon$ with $\langle\epsilon^2\rangle=\mu$, we have $\langle1/y\rangle\approx(1/\mu)(1+1/\mu)$, so the estimate is about $\mu-1$: downward fluctuations receive too much weight. A first fit therefore uses $1/y$, and a second uses the inverse of the fitted model.

On noise-free data the search was started from the highest channel and from two displaced sets of widths and Si$^{4+}$ shift: (0.60, 0.50, 1.50, 4.20) and (0.35, 0.80, 0.90, 3.60) eV. Both runs recovered all areas within the tested limit of 0.2 %; the second reached a relative error of $2\times10^{-7}$. Data and fit share the same line shapes, so this tests the algorithm and not the physics.

## How well overlapping peaks can be separated

Near the solution, a parameter change $\delta\theta$ alters the model by $J\delta\theta$. With $V$ the diagonal matrix of mean counts, least squares turns a data deviation $\delta y$ into

$$\delta\theta=C\,J^TV^{-1}\delta y,\qquad C=(J^TV^{-1}J)^{-1}.$$

For Poisson noise $\langle\delta y\,\delta y^T\rangle=V$, so the covariance is $CJ^TV^{-1}VV^{-1}JC=C$. For a systematic model error the same formula gives the bias.

Two peaks of the same shape with normalized overlap $\rho=\int D_1D_2\,dE/\int D_1^2\,dE$ show what to expect. Let only their areas be free, let the noise be uniform, and let $1/f$ be the variance of one area when the other is known. Then

$$C^{-1}=f\begin{pmatrix}1&\rho\\ \rho&1\end{pmatrix},\qquad C=\frac{1}{f(1-\rho^2)}\begin{pmatrix}1&-\rho\\-\rho&1\end{pmatrix}.$$

Each variance diverges as $\rho\to1$, and the errors are anticorrelated. The variance of the sum is $2(1-\rho)/[f(1-\rho^2)]=2/[f(1+\rho)]$, which stays finite: the total is better determined than its division.

The full problem behaves likewise. The predicted standard deviations are 39, 32 and 40 counts eV for Si$^{1+}$, Si$^{2+}$ and Si$^{3+}$, with correlations of $-0.56$ and $-0.55$ between neighbours. Independent errors would give the total a deviation of $\sqrt{38.6^2+31.9^2+39.9^2}\approx64$; the prediction is 47.5, or 1.1 % of 4500.

Eighty noisy spectra were fitted, each from the noise-free solution, so they test the scatter and not the search. The mean area errors of the suboxides are 4.3, $-4.3$ and 2.8 counts eV, compatible with zero, since the standard error of each mean is about 4. The squared deviation of the five areas, measured with the inverse of their $5\times5$ block of $C$, averages $5.37$, against an expected $5\pm0.35$. The mean reduced chi-square is 1.003 for $241-12=229$ degrees of freedom. The observed scatter of Si$^0$, 68 against a predicted 58, is high by about two of its own standard errors.

A single spectrum can mislead. The first of the eighty gave 1580, 1140 and 1926 counts eV, a total of 4646. That is $146/47.5\approx3.1$ standard deviations too high; for Gaussian errors a deviation this large, in either direction, is expected about once in 500 draws. Recovery has to be judged on an ensemble.

Naive subtraction, applied to fifty of these spectra, gave a mean error of $-134$ in the suboxide total, in agreement with the noise-free bias, and a scatter of 64 counts eV. Part of this is chance: the joint fit scatters by about 54 on the same fifty spectra, above its predicted 47.5. Linear error propagation gives the naive scheme a deviation of 54 counts eV, and 46 if the anchors were free of noise, so its true excess is modest and comes from the anchors.

Freeing the suboxide shifts cannot lower the Fisher variances. If the information matrix has blocks $F_{11}$ for the old parameters, $F_{22}$ for the new and $F_{12}$ between them, the old block of the inverse is $(F_{11}-F_{12}F_{22}^{-1}F_{12}^T)^{-1}$. The subtracted term is never negative as a quadratic form, so information is lost or unchanged. Here the deviation of the total rises from 47.5 to 66.2 counts eV, and the shifts themselves are determined to 0.022, 0.017 and 0.012 eV.

## When the constraints are wrong

A fixed constraint removes variance but can add bias. The table gives area errors in percent when the joint fit, unchanged, meets noise-free spectra with altered physics. The last column is the resulting increase in chi-square, to be compared with its natural scatter of $\sqrt{2\times229}\approx21$.

| True spectrum | Si$^{1+}$ | Total | $\chi^2$ rise |
|---|---|---|---|
| $r=0.52$ | 7.2 | 2.0 | 132 |
| 5 % of Si$^0$ at +0.25 eV | 14.4 | 4.4 | 71 |
| Lorentzian width 0.08 eV | −13.7 | −5.1 | 125 |
| Si$^{1+}$ shift +0.02 eV | 1.0 | 0.7 | 0.8 |
| no loss below 1.12 eV | −42.6 | −13.7 | 25 |

For the shift error, the linear bias formula predicts 15.3, 25.1 and $-9.1$ counts eV for the three suboxides, and the refit gives the same values.

The last row is the most serious. Exciting an electron across the silicon gap costs about 1.12 eV, whereas the Shirley step begins directly beneath the peak. Just above the Si$^0$ line the model thus expects counts that are absent. Their upper limit is $kA_0=0.020\times50000=1000$; because not all of the doublet's area fits within 1.12 eV, the deficit peaks at about 850, near 100.1 eV, close to the Si$^{1+}$ line. Over 1.12 eV this amounts to about 1100 counts eV, comparable with a whole suboxide peak. The fit absorbs part of it elsewhere and lowers Si$^{1+}$ by $0.426\times1500\approx640$. The rise in chi-square is little more than one standard deviation, so a good overall chi-square does not certify the background. A targeted test is sharper: a rise of 25 is about five standard deviations for one added parameter, and it grows in proportion to the counts. With the gap as a free parameter, the Fisher matrix gives it a deviation of 0.08 eV, and the deviation of the suboxide total rises to about 100 counts eV.

This row applies the silicon gap to all five states. In a real sample, electrons emitted from the oxide, whose gap is near 9 eV, would have almost no losses in this window, so a single $k$ for all states is itself an approximation. The row shows how sensitive the suboxide areas are to the loss function; in a real spectrum the error can differ in size and even in sign.

## From areas to coverage

Let $N$ suboxide atoms per unit area lie directly on the substrate, of atom density $n$, and let $\Lambda$ be the attenuation length at normal emission. The overlying oxide weakens both signals equally. For equal emission per atom the substrate counts as $\int_0^\infty n\,e^{-z/\Lambda}dz=n\Lambda$ atoms per area, so

$$N=\frac{A_{\rm sub}}{A_0}\,n\Lambda .$$

With $n=4.99\times10^{22}$ cm$^{-3}$ and a rough $\Lambda=3.0$ nm, the true areas give $0.090\times4.99\times10^{22}\times3.0\times10^{-7}=1.35\times10^{15}$ cm$^{-2}$. One Si(001) monolayer is $6.78\times10^{14}$ cm$^{-2}$, so this is 1.99 monolayers. The first noisy spectrum gives 2.06, and the statistical deviation is $1.5\times10^{13}$ cm$^{-2}$, or 0.02 monolayer.

Placing the suboxide atoms directly on a continuous substrate makes $N$ too large; two geometries show by how much. For atomic planes of density $ns$ at spacing $s=0.136$ nm, the first lying $s$ below the suboxide atoms, the integral becomes $ns/(e^{s/\Lambda}-1)\approx n\Lambda(1-s/2\Lambda)$, a 2.3 % excess. For suboxides spread over a thickness $t=0.5$ nm, the layer shields the substrate more than itself; the excess factor is $(\Lambda/t)(e^{t/\Lambda}-1)$, or 8.8 %. The two figures are alternatives and must not be added: $m$ suboxide planes give the same factor with $t=ms$, which is 2.3 % for one plane and 4.7 % for two. An error in $\Lambda$ enters $N$ in proportion. Photoelectron diffraction in the crystalline substrate, which can make $A_0$ depend on the emission direction, is neglected.

Beside a real oxide, the shifts, widths and a coverage near two monolayers are plausible rough values, while a peak of 61000 counts per channel implies a long acquisition. The assumption that real silicon breaks most clearly is the constant loss probability: losses are weak just above the gap, and the strong plasmon loss, near 17 eV, lies outside this window. In the case computed here, a gap alone moves the suboxide total by $-13.7$ %, about thirteen times the statistical deviation. As long as the model is held fixed, more counts do not reduce this error, and for spectra like this one the loss function, the line shape of clean silicon and $\Lambda$ limit the result. More counts help only when they are used to test and fit such assumptions. The numerical output below lists the remaining values.

## Computed values

```
Window 96.0 to 108.0 eV, step 0.05 eV
Splitting 0.60 eV, zeta 0.40 eV, branching 0.50
E0 99.30 eV, Lorentz FWHM 0.10 eV
k 0.020 /eV, constant background 2500 counts
Shifts (eV): [0.   0.95 1.75 2.5  3.9 ]  Gauss FWHM (eV): [0.45 0.6  0.6  0.6  1.2 ]
Highest mean count: 61394 per channel
Signal tail at low, high end: 78.4, 36.5 counts
Lorentz tail formula, low end: 77.6 counts
Shirley k: iterated 0.019653, closed 0.019653 /eV
Largest background difference: 1.4e-02 counts
Contraction bound kL: 0.236
Observed error ratios: [0.0622 0.0552 0.0325 0.0194 0.0104]
Errors of iterates (counts): 1.6e+03 1.0e+02 5.6e+00 1.8e-01 3.6e-03
Joint fit, noise-free: largest area error 1.8e-07 (rel.)
Areas in counts eV, order Si0 Si1+ Si2+ Si3+ Si4+:
 true               [50000.  1500.  1200.  1800. 30000.]
 one noisy fit      [49867.  1580.  1140.  1926. 29980.]
 predicted SD       [58.4 38.6 31.9 39.9 60.1]
 Monte Carlo SD     [67.9 39.4 29.7 42.4 66.6]
 Monte Carlo bias   [-0.4  4.3 -4.3  2.8 -8.2]
 SD, free shifts    [71.  54.4 49.6 48.9 67.9]
 MC spread, free    [75.6 52.6 60.4 55.7 75.1]
 bias, subtraction  [-132.7  -51.4  -49.3  -26.8 -152.3]
 bias, re-anchored  [-0.45 -0.03  0.   -0.09  0.39]
SD of free suboxide shifts (eV): [0.0223 0.0172 0.0118]
Spectra: 80 joint, 50 subtraction and free shifts
Mean Mahalanobis square 5.37 (expected 5)
Mean reduced chi-square 1.003, dof 229
Suboxide total: true 4500, SD fixed 47.5, free 66.2 counts eV
Subtraction, total: noise-free bias -127.5, MC bias -134.2, SD 63.5
Correlation Si1+/Si2+ -0.56, Si2+/Si3+ -0.55
Neglected effects: error % of Si1+, Si2+, Si3+, total; chi2 increase
 branching 0.52: 7.2, -4.1, 1.7, 2.0; 131.9
 5% strained Si, +0.25 eV: 14.4, -6.9, 3.8, 4.4; 71.3
 Lorentz FWHM 0.08 eV: -13.7, 0.8, -1.8, -5.1; 124.9
 Si1+ shift +0.02 eV: 1.0, 2.1, -0.5, 0.7; 0.8
 loss gap 1.12 eV: -42.6, 4.2, -1.5, -13.7; 24.7
Si1+ shift, linear bias (counts eV): [15.3 25.1 -9.1] refit: [15.3 25.1 -9.1]
Si density 4.994e+22 /cm3, monolayer 6.781e+14 /cm2
Attenuation length 3.0 nm
Coverage: true 1.348e+15, fitted 1.396e+15, SD 1.5e+13 /cm2
Coverage: true 1.989, fitted 2.058 monolayers
Coverage excess: discrete planes 2.3 %, 0.5 nm layer 8.8 %
```
